# The OEP exchange potential of a slowly varying electron gas

## Question

I am stuck on an exercise about exact exchange. It says: "Solve the OEP equation for the uniform electron gas in the long-wavelength limit, and show that the potential equals the Fock self-energy at the Fermi surface, $-k_F/\pi$."

The equation I have is

$$\sum_{i}^{\rm occ}\sum_{a}^{\rm empty}\frac{\langle a|\Sigma_x-v_x|i\rangle}{\varepsilon_i-\varepsilon_a}\,\phi_a(\mathbf r)\phi_i^*(\mathbf r)+\text{c.c.}=0 .$$

For the uniform gas the orbitals are plane waves and $v_x$ is a constant. Both $\Sigma_x$ and $v_x$ are then diagonal in $\mathbf k$, so each matrix element between an occupied and an empty state vanishes. I get $0=0$ for any constant. Where does the Fermi surface come in, and why is the answer not some average of $\Sigma_x(k)$ over the occupied states?

## Answer

Your $0=0$ is correct. At fixed electron number, the exactly uniform gas does not determine the constant, so the exercise needs a more careful statement. Let the density vary slowly in space. The OEP equation then fixes how $v_x$ follows the density, leaving one constant for the whole system, and a convention for that constant completes the result. The uniform gas is the limit of infinite wavelength.

I use atomic units, zero temperature, no spin polarisation, a neutralising background and the bare Coulomb interaction.

### What the OEP equation says

Let $\gamma(\mathbf r,\mathbf r')=2\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ be the density matrix, with the 2 for spin. The exchange energy and the Fock operator are

$$E_x=-\frac14\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \Sigma_x(\mathbf r,\mathbf r')=-\frac{\gamma(\mathbf r,\mathbf r')}{2|\mathbf r-\mathbf r'|}.$$

Varying $|\gamma|^2=\gamma\gamma^*$ gives two terms, which are equal because $\gamma$ is Hermitian. Hence $\delta E_x=\mathrm{Tr}(\Sigma_x\,\delta\gamma)$. The definition $v_x=\delta E_x/\delta n$ gives $\delta E_x=\int v_x\,\delta n\,d^3r=\mathrm{Tr}(v_x\,\delta\gamma)$. With $D=\Sigma_x-v_x$, subtraction leaves

$$\mathrm{Tr}(D\,\delta\gamma)=0$$

for every $\delta\gamma$ produced by a small change $\delta v_s(\mathbf r)$ of the Kohn–Sham potential.

First-order perturbation theory gives

$$\delta\phi_i=\sum_a\phi_a\frac{\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}.$$

Only empty states $a$ are needed, since mixing among occupied orbitals leaves $\gamma$ unchanged. Therefore

$$\mathrm{Tr}(D\,\delta\gamma)=2\sum_{ia}\frac{\langle i|D|a\rangle\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=0 .$$

Because $\delta v_s(\mathbf r)$ is arbitrary, its coefficient must vanish at each $\mathbf r$. That is your equation, up to the factor 2.

Now read the equation differently. If $D$ itself were added to the Kohn–Sham Hamiltonian, the orbitals would change by the formula above with $D$ in place of $\delta v_s$, and the density change $2\sum_i\phi_i^*\delta\phi_i+\text{c.c.}$ would be twice your left-hand side. So the OEP equation says that **$D$ causes no first-order density change**. A constant added to $v_x$ causes none either, which is the freedom you found.

### Slow variation brings in the Fermi surface

Let the density change little over a distance $1/k_F$. To leading order in gradients, the gas near a point $\mathbf R$ is a uniform gas with local Fermi wave number

$$\tfrac12k_F(\mathbf R)^2=\mu-v_s(\mathbf R).$$

A nonlocal operator is described by its Fourier transform in the relative coordinate $\mathbf s$ at fixed midpoint,

$$D(\mathbf R,\mathbf k)=\int d^3s\,e^{-i\mathbf k\cdot\mathbf s}\,D(\mathbf R+\mathbf s/2,\mathbf R-\mathbf s/2).$$

The local potential becomes $v_x(\mathbf R)$, and the density matrix becomes $2\theta(k_F(\mathbf R)-k)$ at this order. The Fock operator is the product of $-\gamma/2$ and $1/s$. Since $1/s$ transforms to $4\pi/k^2$, the product becomes a convolution:

$$\Sigma_x(\mathbf R,\mathbf k)=-\int_{p<k_F(\mathbf R)}\frac{d^3p}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf p|^2}.$$

This is the uniform-gas self-energy at the local density.

Add $\lambda D$ to the Hamiltonian. The chemical potential may shift by $\lambda\mu_1$ to keep the electron number fixed, with $\mu_1$ the same everywhere. The density is

$$n(\mathbf R)=2\int\frac{d^3k}{(2\pi)^3}\,\theta\!\left(\mu+\lambda\mu_1-\tfrac12k^2-v_s(\mathbf R)-\lambda D(\mathbf R,\mathbf k)\right).$$

The OEP equation requires its derivative at $\lambda=0$ to vanish. The derivative of a step is a delta function:

$$0=2\int\frac{d^3k}{(2\pi)^3}\,\delta\!\left(\tfrac12k_F^2-\tfrac12k^2\right)\left[\mu_1-D(\mathbf R,\mathbf k)\right].$$

This is where the Fermi surface enters: a weak perturbation changes occupations only there. We have $\delta(\tfrac12k_F^2-\tfrac12k^2)=\delta(k-k_F)/k_F$, and $D$ depends only on $|\mathbf k|$ at this order. The integral becomes

$$0=\frac{2\cdot4\pi k_F^2}{8\pi^3k_F}\left[\mu_1-\Sigma_x(k_F)+v_x(\mathbf R)\right]=\frac{k_F}{\pi^2}\left[\mu_1-\Sigma_x(k_F)+v_x(\mathbf R)\right].$$

With $C=-\mu_1$,

$$v_x(\mathbf R)=\Sigma_x\big(k_F(\mathbf R)\big)+C .$$

### The self-energy at the Fermi surface

Put the origin of the $\mathbf p$ integral at $\mathbf k$, writing $\mathbf p=\mathbf k+s\hat{\mathbf u}$. The volume element $s^2\,ds\,d\Omega$ cancels the $1/s^2$ of the Coulomb factor. What remains is the length $\ell(\hat{\mathbf u})$ of the ray inside the Fermi sphere:

$$\Sigma_x(k)=-\frac{4\pi}{8\pi^3}\int d\Omega\,\ell(\hat{\mathbf u})=-\frac{1}{2\pi^2}\int d\Omega\,\ell(\hat{\mathbf u}).$$

From a point on the surface, a ray at angle $\theta$ to the inward normal has $\ell=2k_F\cos\theta$ for $\theta<\pi/2$, and zero otherwise. So

$$\Sigma_x(k_F)=-\frac{1}{2\pi^2}\,2\pi\int_0^1 2k_Fc\,dc=-\frac{k_F}{\pi}.$$

The full function is needed to see what an average over occupied states would give. For $k<k_F$ and $c=\hat{\mathbf u}\cdot\hat{\mathbf k}$, the ray length is $\ell=-kc+\sqrt{A+k^2c^2}$ with $A=k_F^2-k^2$. The term odd in $c$ integrates to zero, and

$$\int_{-1}^{1}\sqrt{A+k^2c^2}\,dc=k_F+\frac Ak\,\mathrm{arsinh}\frac{k}{\sqrt A}=k_F+\frac{k_F^2-k^2}{2k}\ln\frac{k_F+k}{k_F-k}.$$

The last step uses $\mathrm{arsinh}(k/\sqrt A)=\ln[(k+k_F)/\sqrt A]$. Multiplying by $-2\pi/(2\pi^2)=-1/\pi$ and setting $y=k/k_F$,

$$\Sigma_x(k)=-\frac{k_F}{\pi}\left[1+\frac{1-y^2}{2y}\ln\frac{1+y}{1-y}\right].$$

As $y\to0$ the logarithm tends to $2y$, so the band bottom has $\Sigma_x(0)=-2k_F/\pi$. As $y\to1$ the second term vanishes and $-k_F/\pi$ returns.

For $k>k_F$, set $B=k^2-k_F^2$. A ray meets the sphere only if $c<-\sqrt B/k$, and then $\ell=2\sqrt{k^2c^2-B}$. With $t=-c$,

$$\int_{\sqrt B/k}^{1}2\sqrt{k^2t^2-B}\,dt=k_F-\frac Bk\ln\frac{k+k_F}{\sqrt B}=k_F+\frac{k_F^2-k^2}{2k}\ln\frac{k+k_F}{k-k_F},$$

so the same formula holds with $|1-y|$ in place of $1-y$ inside the logarithm.

### The constant, and why an average is wrong

The exchange energy is $E_x=\tfrac12\mathrm{Tr}(\Sigma_x\gamma)$, with the $\tfrac12$ because each pair is counted twice. Per volume,

$$\frac{E_x}{V}=\frac12\cdot2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\Sigma_x(k)=-\frac{k_F^4}{2\pi^3}\int_0^1\left[y^2+\frac{y(1-y^2)}{2}\ln\frac{1+y}{1-y}\right]dy .$$

The first term gives $1/3$. For the second, integrate by parts. An antiderivative of $y(1-y^2)$ is $-(1-y^2)^2/4$, the logarithm has derivative $2/(1-y^2)$, and the boundary terms vanish:

$$\frac12\int_0^1y(1-y^2)\ln\frac{1+y}{1-y}\,dy=\frac12\int_0^1\frac{1-y^2}{2}\,dy=\frac16 .$$

The bracket therefore integrates to $1/2$, and $E_x/V=-k_F^4/(4\pi^3)$. With $n=k_F^3/(3\pi^2)$,

$$\frac{d(E_x/V)}{dn}=\frac{-k_F^3/\pi^3}{k_F^2/\pi^2}=-\frac{k_F}{\pi}.$$

Fix the constant by taking $v_x$ of the uniform gas to be this derivative. It is $\delta E_x/\delta n$ for a uniform change of density with the electron number allowed to vary, and it goes to zero with the density. This choice sets $C=0$, so

$$v_x=\Sigma_x(k_F)=-\frac{k_F}{\pi}.$$

The same integral answers your last question. The average of $\Sigma_x$ over the occupied states is $3\int_0^1y^2\,\Sigma_x\,dy=3(-k_F/\pi)(1/2)=-3k_F/(2\pi)$. That average measures twice the exchange energy per electron. The potential measures the change of the energy when density is added, and in the gas added electrons go in at the Fermi surface. No constant can repair the average, because it varies with density 1.5 times as strongly as $-k_F/\pi$.

### Watching $0=0$ become an equation

You can also keep the gas uniform and modulate the perturbation. Take an operator with elements $\langle\mathbf k+\mathbf q/2|W|\mathbf k-\mathbf q/2\rangle=\tfrac12\Sigma_x(k)$ and their Hermitian conjugates. In the midpoint notation above it is $W(\mathbf R,\mathbf k)=\Sigma_x(k)\cos(\mathbf q\cdot\mathbf R)$: the Fock kernel with a slow factor taken at the midpoint of $\mathbf r$ and $\mathbf r'$. It coincides with the symmetrised operator product of $\Sigma_x$ and $\cos(\mathbf q\cdot\mathbf r)$ only as $q\to0$. Ask which local potential $v(q)\cos(\mathbf q\cdot\mathbf r)$ gives the same density response. The energy denominator is $\tfrac12|\mathbf k+\mathbf q/2|^2-\tfrac12|\mathbf k-\mathbf q/2|^2=\mathbf k\cdot\mathbf q$, so with $f$ the occupation

$$v(q)=\frac{\int d^3k\,w\,\Sigma_x(k)}{\int d^3k\,w},\qquad w=\frac{f(\mathbf k-\mathbf q/2)-f(\mathbf k+\mathbf q/2)}{\mathbf k\cdot\mathbf q}.$$

The weight $w$ is nonzero only if one of the two states is occupied and the other empty. For $q<2k_F$ this confines $k$ to the shell between $k_F-q/2$ and $k_F+q/2$. At $q=0$ there are no such pairs and you have your $0=0$. As $q\to0$ the shell closes on the Fermi surface, $w\to\delta(k-k_F)/k_F$, and $v(q)\to\Sigma_x(k_F)$. This construction probes the limit. It is not the complete linearised OEP equation, in which the orbitals inside $\Sigma_x$ also respond.

### Numbers

Take a model gas with $n=0.05$ Å$^{-3}$. Then

$$k_F=(3\pi^2\times0.05)^{1/3}=1.1397\ \text{Å}^{-1}.$$

One hartree times one bohr is 14.40 eV Å, so

$$v_x=-\frac{14.40\times1.1397}{\pi}\ \text{eV}=-5.22\ \text{eV},$$

or $-0.192$ hartree. The self-energy and its average compare as follows.

| Quantity | Value (eV) |
|---|---|
| $\Sigma_x$ at $k=0$ | $-10.45$ |
| $\Sigma_x$ at $k=k_F/2$ | $-9.53$ |
| $\Sigma_x$ at $k=k_F$ | $-5.22$ |
| $\Sigma_x$ at $k=1.5\,k_F$ | $-1.72$ |
| Average over occupied states | $-7.84$ |

From the band bottom to the Fermi surface $\Sigma_x$ rises by 5.22 eV, more than the kinetic Fermi energy of 4.95 eV. Used as a one-electron operator at this density, it would more than double the occupied band width. In general the ratio of the two is $(k_F/\pi)/(\tfrac12k_F^2)=2/(\pi k_F)$, which falls below one at higher density. The constant $v_x$ shifts all states equally and leaves the width alone. The two operators agree at the Fermi surface, not across the band.

The modulated probe gives $-5.509$, $-5.242$ and $-5.225$ eV at $q/k_F=0.5$, $0.1$ and $0.02$, approaching $-5.224$ eV.

A potential difference does not depend on $C$. If regions of density 0.04 and 0.06 Å$^{-3}$ are joined slowly, their potentials are $-4.85$ and $-5.55$ eV, so $v_x$ is 0.70 eV lower in the denser region. This is the exchange part alone, not the difference in the full Kohn–Sham potential $v_s$.

### How far to trust it

The result is the leading order in gradients. It is not justified where the density changes appreciably over $1/k_F$. The outer edge of an atom or a surface is such a place: $k_F$ goes to zero there, and $1/k_F$ grows without limit.

The localisation step can be tested without assuming it. The numerical check solves the full sum-over-states equation, with $v_x$ expanded in six harmonics, for electrons on a one-dimensional ring in a single slow cosine potential. The interaction is of finite range, with Fourier transform $u(q)$. The same argument then predicts, up to a constant,

$$v_x(x)=-\int_{-k_F(x)}^{k_F(x)}\frac{dp}{2\pi}\,u\big(k_F(x)-p\big)=-\frac1{2\pi}\int_0^{2k_F(x)}u(q)\,dq .$$

The peak-to-peak variation of the density is 30% of its mean. The largest deviation of the OEP solution from this formula, relative to the formula's own peak-to-peak variation, is 0.018% with 15 electrons per spin. It falls to 0.002% with 45, where the wavelength is three times longer. The average over occupied states misses by 35% on the same scale for both rings. This supports the Fermi-surface rule in one dimension with a finite-range interaction; for the three-dimensional Coulomb gas the argument is the derivation above.

## Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
density: 0.050 angstrom^-3
Fermi wave number: 1.1397 angstrom^-1
Fermi energy, kinetic: 4.949 eV
self-energy at k/kF = 0.0: -10.448 eV
self-energy at k/kF = 0.5: -9.528 eV
self-energy at k/kF = 1.0: -5.224 eV
self-energy at k/kF = 1.5: -1.721 eV
self-energy at kF by integration: -5.224 eV
OEP potential -kF/pi: -5.224 eV
OEP potential, converted: -0.1920 hartree
d(E_x/V)/dn, numerical: -5.224 eV
Fermi-sea average of self-energy: -7.836 eV
probe average at q/kF = 0.50: -5.5086 eV
probe average at q/kF = 0.10: -5.2417 eV
probe average at q/kF = 0.02: -5.2249 eV
limit of probe average: -5.2239 eV
OEP potential at density 0.04 angstrom^-3: -4.849 eV
OEP potential at density 0.06 angstrom^-3: -5.551 eV
difference, denser minus thinner: -0.702 eV
ring, electrons per spin: 15
  density swing / mean density: 30.2 %
  OEP minus Fermi-point form, max / swing: 0.018 %
  OEP minus Fermi-sea average, max / swing: 35.0 %
ring, electrons per spin: 45
  density swing / mean density: 30.2 %
  OEP minus Fermi-point form, max / swing: 0.002 %
  OEP minus Fermi-sea average, max / swing: 35.0 %
```
